\section*{Why image lowering often uses the high-frequency permittivity}

\section*{Question}

An electron injected from a metal into a polar insulator is attracted by its image, and this attraction lowers the contact barrier. The insulator has two permittivities: $\epsilon_\infty$, when only its electrons respond, and the larger $\epsilon_0$, when its ions have also moved. Why is the lowering often calculated with $\epsilon_\infty$, although the contact is under a steady voltage?

\section*{Answer}

The voltage is steady, but the injected carrier is not. Its field appears in the insulator when it leaves the metal, and it soon passes the barrier top. The permittivity in its image energy depends on how far the ions move in that time. To compare the two times we need the barrier, the equation of motion of the ions, and the motion of the carrier.

\subsection*{The barrier with the ions held still}

We use Hartree atomic units, so $\hbar=1$ and the electron has unit charge and unit free mass. A perfect metal fills $x<0$ and a uniform insulator fills $x>0$. Retardation is neglected, and the electrons of both media respond at once. The carrier has effective mass $m$.

If the ions do not respond to the carrier, the potential at the metal surface is kept constant by an opposite image charge at $-x$. The separation is $2x$, so the force is $-1/[\epsilon_\infty(2x)^2]$. The work needed to take the carrier from $x$ to infinity is
\begin{equation}
\int_x^\infty\frac{dr}{4\epsilon_\infty r^2}=\frac{1}{4\epsilon_\infty x},
\end{equation}
and the image energy is minus this work. Let the applied field exert an outward force $F>0$. Then
\begin{equation}
V(x)=-\frac{1}{4\epsilon_\infty x}-Fx .
\end{equation}
At the top $V'=1/(4\epsilon_\infty x^2)-F=0$, which gives
\begin{equation}
x_m=\frac{1}{\sqrt{4\epsilon_\infty F}},\qquad
\frac{1}{4\epsilon_\infty x_m}=Fx_m=\frac12\sqrt{\frac{F}{\epsilon_\infty}} .
\end{equation}
The two terms of $V$ are equal there, and the lowering is
\begin{equation}
\Delta=-V(x_m)=\sqrt{F/\epsilon_\infty}.
\end{equation}

The ions have had ample time to respond to the applied voltage. Since the equations are linear, that static response adds to the carrier's own field and is already contained in the macroscopic field $F$. If $F$ must be found from space charge, as in a depletion layer, that calculation uses $\epsilon_0$. Both permittivities can therefore enter one contact problem.

\subsection*{How quickly the ions respond}

Take one undamped polar mode with transverse frequency $\omega_T$. The ionic polarization $\mathbf P$ obeys
\begin{equation}
\ddot{\mathbf P}+\omega_T^2\mathbf P
=\frac{\epsilon_0-\epsilon_\infty}{4\pi}\,\omega_T^2\,\mathbf E .
\end{equation}
The coefficient is fixed by the static limit, $4\pi\mathbf P=(\epsilon_0-\epsilon_\infty)\mathbf E$. Here $\mathbf E=-\nabla\phi$ is the field caused by the carrier, including the field of the ions it displaces. A gradient drives $\mathbf P$ from rest, so we can write $4\pi\mathbf P=-\nabla p$, with
\begin{equation}
\ddot p+\omega_T^2p=(\epsilon_0-\epsilon_\infty)\omega_T^2\phi .
\end{equation}

Gauss's law, $\nabla\cdot(\epsilon_\infty\mathbf E+4\pi\mathbf P)=4\pi\rho$, becomes $-\nabla^2(\epsilon_\infty\phi+p)=4\pi\rho$. Both $\phi$ and $p$ vanish at the metal. Hence $\epsilon_\infty\phi+p=\phi_v$, where $\phi_v$ is the potential of carrier and image in vacuum. Inserting $\phi=(\phi_v-p)/\epsilon_\infty$ gives
\begin{equation}
\ddot p+\omega_T^2\frac{\epsilon_0}{\epsilon_\infty}\,p
=\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty}\,\omega_T^2\phi_v .
\end{equation}
The field of the displaced ions has stiffened the oscillator. Its frequency is the longitudinal one,
\begin{equation}
\omega=\omega_T\sqrt{\epsilon_0/\epsilon_\infty}.
\end{equation}

Define $D=1/\epsilon_\infty-1/\epsilon_0=(\epsilon_0-\epsilon_\infty)/(\epsilon_0\epsilon_\infty)$. Since $\omega_T^2=\omega^2\epsilon_\infty/\epsilon_0$, the right-hand side equals $\epsilon_\infty D\omega^2\phi_v$. The ionic part of the potential, $\psi=-p/\epsilon_\infty$, therefore obeys
\begin{equation}
\ddot\psi+\omega^2\psi=-D\omega^2\phi_v .
\end{equation}
Inside the perfect metal the carrier is screened and produces no field in the insulator. The ions thus start from rest when it emerges at $t=0$, and
\begin{equation}
\psi(t)=-D\int_0^t\omega\sin[\omega(t-t')]\,\phi_v(t')\,dt' .
\label{eq:delay}
\end{equation}

For a source held constant after $t=0$, this gives $\psi=-D(1-\cos\omega t)\phi_v$. At short times the factor $1-\cos\omega t$ is $(\omega t)^2/2$: the force on the ions acts at once, but their inertia makes the displacement grow quadratically. The response time to compare with the transit is $1/\omega$, not the full period $2\pi/\omega$.

\subsection*{A carrier that moves}

For a carrier at $x'$ at the earlier time $t'$, the vacuum potential at its present position $x$ is $1/(x-x')-1/(x+x')$ per unit charge. Multiplication by the carrier's charge gives its energy $U$ in the ionic potential; the charge enters twice, so its sign drops out. For constant speed, put $x'=vt'$, $u=\omega t'$ and $s=\omega x/v$. Equation~(\ref{eq:delay}) becomes
\begin{align}
U&=-D\frac{\omega}{v}\int_0^s\sin(s-u)
\left[\frac1{s-u}-\frac1{s+u}\right]du\nonumber\\
&=-D\frac{\omega}{v}\,[\mathrm{Si}(s)-J(s)],
\end{align}
where
\begin{equation}
\mathrm{Si}(s)=\int_0^s\frac{\sin w}{w}\,dw,\qquad
J(s)=\int_0^s\frac{\sin(s-u)}{s+u}\,du .
\end{equation}

\textbf{Fast passage.} For $s\ll1$ the sine equals its argument to leading order. Then $\mathrm{Si}(s)\simeq s$ and
\begin{equation}
J(s)\simeq\int_0^s\left(\frac{2s}{s+u}-1\right)du=2s\ln2-s .
\end{equation}
Their difference is $2(1-\ln2)s$. Since $\omega/v=s/x$,
\begin{equation}
U\simeq-2(1-\ln2)\frac{D}{x}s^2,\qquad
\frac{|U|}{1/(4\epsilon_\infty x)}
\simeq8(1-\ln2)\left(1-\frac{\epsilon_\infty}{\epsilon_0}\right)s^2 .
\label{eq:fast}
\end{equation}
The ionic energy vanishes quadratically compared with the electronic image energy. This is the reason for using $\epsilon_\infty$.

\textbf{Slow passage.} For $s\gg1$, integration by parts gives
\begin{align}
\mathrm{Si}(s)&=\frac\pi2-\frac{\cos s}{s}+O(s^{-2}),\\
J(s)&=\left[\frac{\cos(s-u)}{s+u}\right]_0^s+O(s^{-2})
=\frac1{2s}-\frac{\cos s}{s}+O(s^{-2}).
\end{align}
The oscillating terms cancel in the difference, leaving
\begin{equation}
U\simeq-\frac{\pi D\omega}{2v}+\frac{D}{2x}.
\end{equation}
The first term does not depend on distance; it is the energy of a moving point carrier in the polarization it makes in the bulk. The second belongs to the contact. The electronic image potential energy at the carrier is $-1/(2\epsilon_\infty x)$, and adding $D/(2x)$ turns it into $-1/(2\epsilon_0x)$. The work of assembling the induced charge halves this to the image energy $-1/(4\epsilon_0x)$. For a slow carrier, the part of the potential that depends on distance from the contact thus has the static permittivity. The ions also exert a drag. For a classical point charge it diverges logarithmically at short distances, so this model cannot give its size. In the bulk, a quantum carrier with kinetic energy below $\hbar\omega$ cannot lose energy by emitting a phonon.

Between these limits the ionic force depends on the carrier's history, and no single permittivity defines the barrier.

\subsection*{The transit time}

Let $E$ be the kinetic energy at the top. The emitted flux is weighted by speed, $v\,e^{-mv^2/2kT}dv\propto e^{-E/kT}dE$, so the mean of $E$ is $kT$. We use this value to set the time scale, with $v=\sqrt{2kT/m}$.

With $y=x/x_m$, the frozen-lattice potential is $V=-(\Delta/2)(y+1/y)$. Energy conservation gives the kinetic energy
\begin{equation}
K(y)=E+V(x_m)-V(x)=E+\frac{\Delta}{2}\frac{(1-y)^2}{y},
\end{equation}
and the transit time is
\begin{equation}
t=x_m\sqrt{\frac m2}\int_0^1\frac{dy}{\sqrt{K(y)}}
\le x_m\sqrt{\frac{m}{2E}} .
\label{eq:time}
\end{equation}
The bound holds because the carrier is slowest at the top. For $E=kT$ it equals $x_m/v$, so a sufficient condition for nearly frozen ions is
\begin{equation}
\frac{\omega x_m}{v}\ll1
\quad\Longleftrightarrow\quad
F\gg\frac{m\omega^2}{8\epsilon_\infty kT}.
\label{eq:condition}
\end{equation}
The second form follows by squaring the first and inserting $x_m^2=1/(4\epsilon_\infty F)$ and $v^2=2kT/m$. A high field helps because it brings the barrier top closer to the metal.

\subsection*{A numerical case}

Take round model parameters: $\epsilon_\infty=4$, $\epsilon_0=10$, $m=0.2$, a temperature of 300~K and a field of 0.1~MV/cm, or $1.945\times10^{-5}$ atomic units. Then
\begin{align}
x_m&=\frac1{\sqrt{16(1.945\times10^{-5})}}=56.7\ \text{bohr}=3.0\ \text{nm},\\
\Delta&=\sqrt{\frac{1.945\times10^{-5}}4}\ \text{hartree}=60\ \text{meV}.
\end{align}
With $\epsilon_0$ the lowering would be 38~meV. At the same field, temperature and current prefactor, the choice changes the thermionic current by a factor $\exp(22.05/25.85)=2.35$.

The thermal speed is $2.13\times10^5$~m/s, so $x_m/v=14.1$~fs. Numerical integration of (\ref{eq:time}) gives 10.1~fs. A soft lattice with $\hbar\omega=10$~meV has $1/\omega=65.8$~fs. Hence $s=14.1/65.8=0.21$ at constant speed, and $\omega t=0.15$ on the accelerated path.

Equation~(\ref{eq:fast}) now gives, with $1-\epsilon_\infty/\epsilon_0=0.6$,
\begin{equation}
\frac{|U|}{1/(4\epsilon_\infty x_m)}\simeq
8(0.307)(0.6)(0.214)^2=0.067 .
\end{equation}
The electronic image energy at the top is 30~meV in size, so $U\simeq-2.0$~meV. Summing (\ref{eq:delay}) numerically along the accelerated path gives $-1.6$~meV. Both values are small beside the 22~meV between the two candidate lowerings, so $\epsilon_\infty$ is the better choice at $E=kT$. The ionic energy is larger for slower carriers. It is not a ready correction to the current, because moving ions also exchange energy with the carrier.

The calculation also leaves out scattering by the thermal vibrations of the lattice. For the soft mode at 300~K, a golden-rule estimate gives a mean free path for loss of momentum of about 1.8~nm at $E=kT$, which is shorter than $x_m$. It is also shorter than the carrier's reduced wavelength, where the golden rule is no longer reliable, so the estimate shows only that scattering is strong. The soft-mode case therefore illustrates the timing of the ionic response; it does not predict the current of a real contact.

Now change only the mode energy, to 60~meV. The response time falls to 11.0~fs and $\omega t$ rises to 0.92. For a source held constant over the same transit, $1-\cos\omega t$ would be 0.40, against 0.012 for the soft mode. The ions are no longer nearly frozen, and using $\epsilon_\infty$ alone is not justified.

\subsection*{Carriers that linger at the top}

A carrier with very small $E$ spends longer near the top. There $K\simeq E+(\Delta/2)z^2$, with $z=1-y$. Integrating over a fixed small interval $0<z<z_1$ gives
\begin{equation}
t_{\rm top}\simeq\frac1L\,\mathrm{arsinh}\!\left(z_1\sqrt{\frac{\Delta}{2E}}\right),
\qquad
L=\frac1{x_m}\sqrt{\frac{\Delta}{m}} .
\end{equation}
The time grows only logarithmically as $E$ decreases. Solving $\omega t=1$ numerically with (\ref{eq:time}) gives $E=0.0015$~meV for the soft mode. The classical share of the flux below that energy is $1-e^{-E/kT}=6\times10^{-5}$. For the 60~meV mode the limit is 20.4~meV and the share is 55\%. By this measure of time alone, carriers slow enough for the ions to respond are a negligible part of the flux in the soft lattice and about half of it in the stiff one.

The ionic energy sets a stricter limit. Along the frozen-lattice path in the soft case, (\ref{eq:delay}) gives $U=-10$~meV at $E=0.1kT$ and $-49$~meV at $E=0.01kT$, although $\omega t$ is only 0.50 at the lower energy. The size of $U$ thus passes the 22~meV between the two candidate lowerings somewhere between these energies, below which lie about 10\% and 1\% of the classical flux. Such carriers are still a small part of the flux, but for them the assumed path is no longer consistent. These are values for a classical point charge, and they should not be read as real energies. The reduced wavelengths at the two energies, 8.6 and 27~nm, far exceed $x_m$. The classical $|U|$ also keeps growing as $E$ falls, and $-49$~meV already exceeds the bulk polaron energy of this mode, about $\alpha\hbar\omega=25$~meV with $\alpha=D\sqrt{m/2\omega}=2.5$. The numbers show only that the classical argument for $\epsilon_\infty$ does not cover these carriers.

\subsection*{Where the classical path fails}

The reduced thermal wavelength, $1/(mv)=2.7$~nm, is close to $x_m$. The path therefore supplies a time scale, not a sharp trajectory. Tunnelling can be estimated by replacing the barrier near its top by a parabola of curvature $-mL^2$. At a depth $\delta$ below the top, the semiclassical exponent is
\begin{equation}
2\int_{-a}^{a}\sqrt{2m\delta-m^2L^2\xi^2}\,d\xi
=\frac{2\pi\delta}{L},\qquad a=\sqrt{\frac{2\delta}{mL^2}},
\end{equation}
because the integral is the area of a half ellipse. The known transmission of a full parabola, $1/(1+e^{-2\pi E/L})$ with $E=-\delta$, has this exponent. Averaging it over the thermal flux, with $q=E/kT$, $b=2\pi kT/L$ and $w=e^{-bq}$, gives, for the parabola alone, the current relative to the classical one:
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-q}\,dq}{1+e^{-bq}}
=\frac1b\int_0^\infty\frac{w^{1/b-1}}{1+w}\,dw
=\frac{\eta}{\sin\eta},\qquad \eta=\frac\pi b=\frac{L}{2kT}<\pi .
\end{equation}
Here $L=50.4$~meV and $\eta=0.97$, so the factor is 1.18: tunnelling is a modest correction. This is not the whole quantum correction. The parabola omits reflection nearer the metal, where the image potential changes appreciably within a wavelength; that reflection can outweigh tunnelling and bring the current below its classical value. If $\eta\ge\pi$ the integral diverges, and the current no longer comes mainly from near the top.

With all other parameters fixed and $E=kT$, the field changes the comparison as follows.
\begin{center}
\begin{tabular}{ccccc}
$F$ (MV/cm) & $t$ (fs) & $\omega t$, 10 meV & $\omega t$, 60 meV & $\eta$\\
0.01 & 36.9 & 0.56 & 3.36 & 0.17\\
0.1 & 10.1 & 0.15 & 0.92 & 0.97\\
1 & 2.6 & 0.040 & 0.24 & 5.5
\end{tabular}
\end{center}
At 1~MV/cm even the stiff lattice looks slow, but $\eta>\pi$ rules out the thermionic picture for this mass and temperature. At 0.01~MV/cm tunnelling is slight, but the stiff lattice has time to respond.

\subsection*{Real contacts}

The 10~meV mode is soft; many oxides have strong polar modes at several tens of meV or more, for which the 60~meV case is the closer guide. The mass of 0.2 is also light for many insulators, and at fixed thermal energy $x_m/v$ grows as $\sqrt m$. Real polar crystals commonly break the single-mode assumption: slow modes may stay frozen while fast ones respond. In the model, moving all the ionic strength from 10 to 60~meV raises $\omega t$ sixfold, from 0.15 to 0.92. In a nonpolar crystal such as silicon, the two permittivities nearly coincide and the choice hardly matters. For a polar insulator, $\epsilon_\infty$ is justified for thermionic emission when (\ref{eq:condition}) holds for every mode that adds appreciably to the ionic response, $\eta$ stays well below $\pi$, and the carrier crosses the barrier region with little scattering. The share of $D$ alone does not identify these modes. In the limit (\ref{eq:fast}) each contribution is proportional to that share times $\omega^2$, so a fast mode with a minor share can dominate.
